# GW band-gap shift in a dilute, nondegenerate electron-hole plasma

## Problem

A photoexcited semiconductor contains $n$ electrons and $n$ holes per unit volume, at a temperature high enough for both species to obey Boltzmann statistics. The bands are parabolic, with masses $m_e$ and $m_h$ and spin degeneracy 2.

(a) Find the low-density limit of the GW energy shift of a carrier, averaged over the thermal distribution.

(b) Find the same limit for a carrier at the band extremum, $k=0$. Does it agree with (a)?

(c) Estimate the gap renormalization for $\varepsilon_r=10$, $m_e=0.1\,m_0$, $m_h=0.4\,m_0$ (where $m_0$ is the free-electron mass), 300 K, and $n=10^{14}$, $10^{15}$ and $10^{16}$ cm$^{-3}$. These are round model parameters.

**Conventions.** $T$ stands for $k_BT$, and $e^2$ for $e^2/(4\pi\varepsilon_0\varepsilon_r)$, so the background screening is contained in $e^2$. Then $V_q=4\pi e^2/q^2$, and $\varepsilon(q,w)$ describes the carriers alone, in the random-phase approximation. The variable $w$ is an energy, and $\int_q$ means $\int d^3q/(2\pi)^3$. For an isotropic function $F(q)$,

$$\int_q V_qF(q)=\frac{4\pi}{8\pi^3}\int_0^\infty dq\,q^2\,\frac{4\pi e^2}{q^2}F(q)=\frac{2e^2}{\pi}\int_0^\infty dq\,F(q).\qquad(1)$$

Shifts are measured from the crystal without carriers. They are carrier energies, so a negative shift of a hole raises the valence edge on the electron energy scale. The shift is taken to first order and on shell: $S(\mathbf k)=\mathrm{Re}\,\Sigma(\mathbf k,E_k)$ with $E_k=\hbar^2k^2/2m_a$ for a carrier of species $a$.

## Solution

### The self-energy

The Hartree terms cancel because the plasma is neutral. With band overlaps set to one, the GW self-energy at a fermion frequency $i\nu$ is

$$\Sigma(\mathbf k,i\nu)=-T\sum_{\omega_n}\int_q\frac{V_q}{\varepsilon(q,i\omega_n)}\,\frac{1}{i\nu-i\omega_n-\xi},\qquad \xi=E_{\mathbf k-\mathbf q}-\mu .$$

Let $A(q,w)=-\mathrm{Im}\,[1/\varepsilon(q,w)]$, which is odd in $w$. The inverse dielectric function has the spectral form

$$\frac1{\varepsilon(q,z)}=1-\int\frac{dw}{\pi}\,\frac{A(q,w)}{w-z}.\qquad(2)$$

The 1 gives the bare exchange, $-\int_qV_qf_{\mathbf k-\mathbf q}$. The second term requires the sum

$$T\sum_{\omega_n}\frac{1}{(i\nu-i\omega_n-\xi)(w-i\omega_n)}=T\sum_{\omega_n}\frac{1}{(z-i\nu+\xi)(z-w)}\bigg|_{z=i\omega_n}.$$

A boson frequency sum equals minus the sum of the residues of the summand times $N(z)=1/(e^{z/T}-1)$. The pole at $z=w$ gives $-N(w)/(i\nu-\xi-w)$. At $z=i\nu-\xi$ the fermion frequency makes $e^{i\nu/T}=-1$, so $N=-(1-f)$ and the residue is $-(1-f)/(i\nu-\xi-w)$. The sum is therefore $[1+N(w)-f]/(i\nu-\xi-w)$. Continuing to the energy $E_k$ and taking the real part gives

$$S=-\int_qV_qf_{\mathbf k-\mathbf q}+\int_qV_q\,P\!\!\int\frac{dw}{\pi}\,\frac{A(q,w)\,[1+N(w)-f_{\mathbf k-\mathbf q}]}{D-w},$$

where $P$ denotes the principal value and

$$D=E_k-E_{\mathbf k-\mathbf q}=x-\delta,\qquad x=\hbar\,\mathbf q\cdot\mathbf v,\qquad \delta=\frac{\hbar^2q^2}{2m_a}.$$

Here $\mathbf v$ is the carrier velocity and $\delta$ is its recoil energy.

By (2), the terms with $f$ add up to $-\int_qV_qf_{\mathbf k-\mathbf q}\,\mathrm{Re}[1/\varepsilon(q,D)]$, a screened exchange. Its size follows from the bare exchange at $k=0$. With the thermal wavelength $\lambda=\sqrt{2\pi\hbar^2/m_aT}$, the occupation is $f_q=\tfrac12n\lambda^3e^{-q^2\lambda^2/4\pi}$, and (1) gives

$$-\frac{2e^2}{\pi}\,\frac{n\lambda^3}{2}\int_0^\infty dq\,e^{-q^2\lambda^2/4\pi}=-\frac{2e^2}{\pi}\,\frac{n\lambda^3}{2}\,\frac{\pi}{\lambda}=-e^2n\lambda^2 .$$

This is linear in $n$. The remaining part will turn out to vary as $\sqrt n$, so the terms with $f$ are dropped in the dilute limit.

### Why recoil cannot be ignored

The static response of Boltzmann carriers of both species gives

$$\varepsilon(q,0)=1+V_q\,\frac{2n}{T}=1+\frac{\kappa^2}{q^2},\qquad \kappa^2=\frac{8\pi ne^2}{T}.\qquad(3)$$

The relevant wave numbers are $q\sim\kappa$. Let $\eta=\hbar\kappa/\sqrt{m_aT}$, which vanishes as $\sqrt n$. For comparable masses, $x$ and the important $w$ are of order $\eta T$, while $\delta$ is of order $\eta^2T$. The Bose factor is large:

$$1+N(w)=\frac Tw+\frac12+\frac{w}{12T}+\dots$$

The first term is of order $1/\eta$. Recoil corrects it by a relative amount $\delta/x\sim\eta$, which gives a contribution of order one, the same order as the term $\tfrac12$. Both must be kept.

Write $R(x)=\mathrm{Re}[1/\varepsilon(q,x)]$ and $R_0=R(0)$. From (2),

$$P\!\!\int\frac{dw}{\pi}\frac{A}{x-w}=R(x)-1,\qquad \int\frac{dw}{\pi}\frac Aw=1-R_0 .$$

The term $\tfrac12$ thus contributes $\tfrac12[R(x)-1]$. For the term $T/w$, use the partial fractions

$$\frac{1}{w(x-w)}=\frac1x\left[\frac1w+\frac1{x-w}\right],$$

so that

$$T\,P\!\!\int\frac{dw}{\pi}\,\frac{A}{w(x-w)}=\frac Tx\,\big[1-R_0+R(x)-1\big]=T\,h(x),\qquad h(x)=\frac{R(x)-R_0}{x}.$$

The argument needed is $x-\delta$, and $h(x-\delta)=h(x)-\delta h'(x)+\dots$. Since $R$ is even, $h$ is odd; $x$ changes sign with $\mathbf q$, so $h(x)$ integrates to zero. The leading shift is

$$S=\int_qV_q\left\{\tfrac12[R(x)-1]-T\delta\,h'(x)\right\}.\qquad(4)$$

The next terms, of relative order $\eta$, are $\tfrac12T\delta^2h''$, $-\tfrac12\delta R'$ and the one from $w/12T$. They are odd in $x$ and also integrate to zero. A correction of relative order $\eta$ can still come from large wave numbers, $q\sim1/\lambda$, where $\delta$ is no longer small compared with $x$. The tail $\int_{1/\lambda}^\infty dq\,\kappa^2/q^2=\kappa^2\lambda$, set against a main integral of order $\kappa$, gives its size.

### (a) The thermal mean

For fixed $\mathbf q$, the Maxwell distribution makes $x$ a Gaussian variable with density $p(x)$ and variance

$$s^2=\hbar^2q^2\,\frac{T}{m_a}=2T\delta .$$

Since $p'(x)=-xp(x)/s^2$, integration by parts gives

$$\langle h'\rangle=-\int dx\,p'(x)h(x)=\frac{1}{s^2}\int dx\,p(x)\,x\,h(x)=\frac{\langle R\rangle-R_0}{2T\delta}.$$

There is no boundary term, because $p$ vanishes at infinity, and $h$ is regular at $x=0$, because $R$ is even. The recoil term of (4) becomes $-\tfrac12(\langle R\rangle-R_0)$, and

$$\tfrac12(\langle R\rangle-1)-\tfrac12(\langle R\rangle-R_0)=-\tfrac12(1-R_0).$$

The dynamical response has cancelled, and so has the mass of the carrier. By (3), $1-R_0=\kappa^2/(q^2+\kappa^2)$, and (1) gives

$$\langle S\rangle=-\frac12\,\frac{2e^2}{\pi}\int_0^\infty dq\,\frac{\kappa^2}{q^2+\kappa^2}=-\frac{e^2}{\pi}\,\frac{\pi\kappa}{2}=-\frac{\kappa e^2}{2}.\qquad(5)$$

This is also the result of a purely static calculation. A fixed charge changes the potential at its own position by $e^2(e^{-\kappa r}-1)/r\to-\kappa e^2$, in energy units. The factor $\tfrac12$ is the work of building up a polarization cloud that responds linearly. This is the Coulomb-hole shift.

In the static picture, the valence edge can be checked in electron language. Screened exchange with the filled valence band changes by $-(W-V)_{r\to0}=+\kappa e^2$, where $W$ is the screened interaction, and the Coulomb hole by $+\tfrac12(W-V)_{r\to0}=-\tfrac12\kappa e^2$. The valence edge rises by $\kappa e^2/2$ while the conduction edge falls by the same amount. In the sense of thermal means,

$$\Delta E_g\to-\kappa e^2.\qquad(6)$$

Thermodynamics gives the mean shift a direct meaning. The Debye clouds of all $2n$ carriers hold the energy density

$$U=\tfrac12\,(2n)(-\kappa e^2)=-n\kappa e^2=-\frac{T\kappa^3}{8\pi}.$$

If the interaction is switched on as $\zeta e^2$ with $0<\zeta<1$, then $U\propto\zeta^{3/2}$, and the free-energy density is

$$F=\int_0^1\frac{d\zeta}{\zeta}\,U(\zeta)=\frac23U=-\frac{T\kappa^3}{12\pi}.$$

For independent densities, $\kappa^2=4\pi e^2(n_e+n_h)/T$, hence

$$\frac{\partial F}{\partial n_e}=-\frac{T}{12\pi}\,\frac{3\kappa}{2}\,\frac{4\pi e^2}{T}=-\frac{\kappa e^2}{2}.$$

A rigid band shift by this amount therefore reproduces the leading interaction correction to the relation between density and chemical potential.

### (b) The carrier at $k=0$

Now $x=0$. If $R(x)=R_0+cx^2+\dots$, then $h'(0)=c$, and (4) contains the recoil term $-T\delta c$ in addition to the static result.

To find $c$, the dielectric function is needed at small $x$. In the classical limit the occupation difference in the polarization is $f_{\mathbf p}-f_{\mathbf p+\mathbf q}\approx f_{\mathbf p}\,(E_{\mathbf p+\mathbf q}-E_{\mathbf p})/T$. With $u$ the velocity along $\mathbf q$ in units of $v_b=\sqrt{T/m_b}$, each species $b$ adds to $\varepsilon$

$$\frac{\kappa^2}{2q^2}\left\langle\frac{u}{u-z_b-i0}\right\rangle,\qquad z_b=\frac{x}{\hbar qv_b}.$$

Let $g(u)=e^{-u^2/2}/\sqrt{2\pi}$. Writing $u/(u-z)=1+z/(u-z)$, the average is $1+z\,[P\!\int du\,g(u)/(u-z)+i\pi g(z)]$. Shifting the variable gives, for small $z$,

$$P\!\!\int du\,\frac{g(u+z)}{u}\approx z\int du\,\frac{g'(u)}{u}=-z\int du\,g(u)=-z ,$$

and $\pi g(0)=\sqrt{\pi/2}$. The average is $1+i\sqrt{\pi/2}\,z-z^2$ to second order.

Define $M_1=(m_e+m_h)/2$, $M_2=[(\sqrt{m_e}+\sqrt{m_h})/2]^2$, $y=x/(\hbar q\sqrt T)$, $K=\kappa^2/q^2$ and $\varepsilon_0=1+K$ (from here on, the static carrier dielectric function). Summing the two species,

$$\varepsilon=\varepsilon_0+K\left[i\sqrt{\tfrac{\pi}{2}M_2}\;y-M_1y^2\right].\qquad(7)$$

Expand $1/\varepsilon$ to second order in the deviation from $\varepsilon_0$. The square of the imaginary term is real and negative, so

$$R=\frac1{\varepsilon_0}+y^2\left[\frac{KM_1}{\varepsilon_0^2}-\frac{\pi K^2M_2}{2\varepsilon_0^3}\right].$$

Because $y^2=x^2/(\hbar^2q^2T)$ and $T\delta=\hbar^2q^2T/2m_a$,

$$T\delta c=\frac{1}{2m_a}\left[\frac{KM_1}{\varepsilon_0^2}-\frac{\pi K^2M_2}{2\varepsilon_0^3}\right].$$

With $q=\kappa\tan\theta$, the two integrals are

$$\int_0^\infty dq\,\frac{K}{\varepsilon_0^2}=\kappa\int_0^{\pi/2}\!d\theta\,\sin^2\theta=\frac{\pi\kappa}{4},\qquad
\int_0^\infty dq\,\frac{K^2}{\varepsilon_0^3}=\kappa\int_0^{\pi/2}\!d\theta\,\sin^2\theta\cos^2\theta=\frac{\pi\kappa}{16}.$$

The recoil contribution is

$$-\frac{2e^2}{\pi}\,\frac{\kappa}{2m_a}\left[\frac{\pi M_1}{4}-\frac{\pi^2M_2}{32}\right]=-\frac{\kappa e^2}{m_a}\left[\frac{M_1}{4}-\frac{\pi M_2}{32}\right],$$

and the total is

$$S(0)\to-\kappa e^2\left[\frac12+\frac{1}{m_a}\left(\frac{M_1}{4}-\frac{\pi M_2}{32}\right)\right].\qquad(8)$$

So the answers to (a) and (b) differ. Since $M_1\ge M_2$, the recoil term is negative, and the band extremum falls further than the thermal mean. For equal masses the bracket is $\tfrac12+\tfrac14-\tfrac{\pi}{32}=0.652$. For a carrier much heavier than the plasma particles it returns to $\tfrac12$. For a carrier much lighter than one plasma species, the recoil expansion needs $\delta\ll\hbar qv_b$ at $q\sim\kappa$, that is $\hbar\kappa/2m_a\ll v_b$ for the slowest species.

For the masses of part (c), in units of $m_0$, $M_1=0.25$ and $M_2=0.225$, so $M_1/4-\pi M_2/32=0.0404$. Equation (8) gives $-0.904\,\kappa e^2$ for the electron and $-0.601\,\kappa e^2$ for the hole. The frequency integral with the full Bose factor, full recoil and the quantum dielectric function, extrapolated to zero density, agrees with both values and with $-0.500\,\kappa e^2$ for both thermal means.

### (c) The estimate

At 300 K, $T=25.85$ meV, and $e^2=144.0$ meV nm. For $n=10^{16}$ cm$^{-3}=10^{-5}$ nm$^{-3}$,

$$\kappa=\sqrt{\frac{8\pi\times10^{-5}\times144.0}{25.85}}\ \mathrm{nm}^{-1}=0.0374\ \mathrm{nm}^{-1},\qquad \kappa^{-1}=26.7\ \mathrm{nm},$$

$$\Delta E_g\approx-\kappa e^2=-\frac{144.0}{26.7}\ \mathrm{meV}=-5.4\ \mathrm{meV}.$$

The table sets this limiting law beside the frequency integral evaluated at the actual density, without the terms in $f$. Gap shifts are in meV.

| $n$ (cm$^{-3}$) | $\kappa^{-1}$ (nm) | $-\kappa e^2$ | GW, thermal mean | GW, $k=0$ |
|---|---|---|---|---|
| $10^{14}$ | 267 | −0.54 | −0.54 | −0.79 |
| $10^{15}$ | 84.5 | −1.70 | −1.67 | −2.41 |
| $10^{16}$ | 26.7 | −5.39 | −5.04 | −6.77 |

The thermal mean, without the terms in $f$, falls short of the limiting law by 0.7%, 2.1% and 6.4% of that law. This is growth by about a factor of three per decade of density, as expected for a correction of relative order $\eta\propto\sqrt n$. At $k=0$, (8) predicts a gap shift of $-(0.904+0.601)\,\kappa e^2=-1.505\,\kappa e^2$. The table gives $-1.47$, $-1.41$ and $-1.26$ in the same units. This deviation also grows roughly as $\sqrt n$, but in relative terms it is about three times that of the thermal mean.

**Exchange.** At $10^{16}$ cm$^{-3}$ the bare exchange at $k=0$ is $-0.27$ meV for the electron and $-0.07$ meV for the hole. Together this is 6% of $\kappa e^2$. Relative to the Debye shift it grows as $\sqrt n$, so it is of the same order as the shortfall in the table and of opposite sign. The screened exchange, thermally averaged and summed over both species, is $-0.15$ meV at this density and reduces the shortfall from 6.4% to 3.7%. The occupation at $k=0$ is 0.013 for electrons and 0.002 for holes, so both species are nondegenerate.

**Damping.** The on-shell imaginary part of the self-energy at $k=0$ is $-\Gamma$, with $\Gamma=\int_qV_qA(q,D)[1+N(D)]$, the golden-rule scattering rate in energy units. In the dilute limit $D\to0$ and $1+N\to T/D$. From (7), $A/D\to K\sqrt{\pi M_2/2}\,/(\varepsilon_0^2\,\hbar q\sqrt T)$. Hence

$$\Gamma\to\frac{2e^2}{\pi}\,\frac{\sqrt T}{\hbar}\sqrt{\frac{\pi M_2}{2}}\int_0^\infty dq\,\frac{\kappa^2q}{(q^2+\kappa^2)^2}=\frac{e^2}{\hbar}\sqrt{\frac{TM_2}{2\pi}},\qquad(9)$$

because the integral equals $\tfrac12$. The density has dropped out: a dilute plasma has fewer scatterers, but each acts over a longer screening length. Here $\Gamma\to15.9$ meV, and at $10^{16}$ cm$^{-3}$ the electron value is 14.8 meV. This is not the width of the level. $\mathrm{Im}\,\Sigma$ is large only within roughly a plasma energy of $E_k$ (0.4 meV at $10^{14}$ cm$^{-3}$, 4.2 meV at $10^{16}$ cm$^{-3}$), which is smaller than $\Gamma$, so the line is not a Lorentzian of half-width $\Gamma$. The spread follows from the second moment. Far from $E_k$ the self-energy at energy $E$ falls off as $\sigma^2/(E-E_k)$, with $\sigma^2=\int_qV_q\int\frac{dw}{\pi}A\,(1+N)\to T\int_qV_q(1-R_0)=\kappa e^2T$, and $\sigma$ is the rms width of the spectral function. It is 3.7 meV at $10^{14}$ cm$^{-3}$ and 11.8 meV at $10^{16}$ cm$^{-3}$, and it vanishes as $n^{1/4}$. It is still several times the shift of either edge, so the first-order shift is not the position of a sharp level. The thermal mean keeps its meaning through the chemical potential. The $k=0$ value is a property of the on-shell self-energy and should not be read as the position of an absorption edge.

**Range of the estimate.** The law requires $n\lambda^3\ll1$, $\eta\ll1$ and weak coupling, $\kappa e^2\ll T$. At $10^{16}$ cm$^{-3}$ the last ratio is $5.4/25.9=0.21$. The carriers must also be mostly unbound. This holds here, because the exciton binding energy of the model, $13.6\ \mathrm{eV}\times0.08/10^2=10.9$ meV for the reduced mass $0.08\,m_0$, lies below $T$. In a cold gas most carriers can pair into excitons even when the three conditions above are met, and the law then fails. Exciton formation, vertex corrections, phonons and nonparabolic bands are left out. The parameter $e^2/\hbar v_b$ is 1.0 for electrons and 2.1 for holes, which is not small, so the deviations from the limiting law in the table are those of the GW approximation and not the full correction linear in $n$. Within these limits,

$$\Delta E_g\approx-\kappa e^2\propto-\,\varepsilon_r^{-3/2}\sqrt{n/T},$$

since $e^2\propto1/\varepsilon_r$ and $\kappa\propto\sqrt{n/(\varepsilon_rT)}$. For this model at 300 K and $10^{16}$ cm$^{-3}$, a thermally averaged gap reduction of about 5 meV is a reasonable figure. At this density the thermal means are $-2.49$ meV for the electron and $-2.55$ meV for the hole, and the $k=0$ values are $-3.81$ and $-2.97$ meV.

## Values computed for the example and the checks

```
temperature 300 K; kT = 25.852 meV
eps_r = 10; e^2 with screening = 144.00 meV nm
masses: electron 0.1, hole 0.4 m0
static Coulomb hole = -0.50000 kappa e^2
ring chemical potential = -0.50000 kappa e^2
electron: dilute thermal mean = -0.5000 kappa e^2
electron: dilute k=0, GW = -0.9040 kappa e^2
electron: k=0, formula = -0.9041 kappa e^2
electron: thermal wavelength = 13.61 nm
hole: dilute thermal mean = -0.5000 kappa e^2
hole: dilute k=0, GW = -0.6010 kappa e^2
hole: k=0, formula = -0.6010 kappa e^2
hole: thermal wavelength = 6.80 nm
heavy test carrier, mass 10 m0:
  k=0 GW -0.5041, formula -0.5040 kappa e^2
density 1e+14 cm^-3 of each carrier:
  Debye length = 267.27 nm; eta_e = 0.0203
  limiting shift per carrier = -0.269 meV
  limiting gap shift = -0.539 meV
  GW thermal mean: electron -0.267, hole -0.268 meV
  GW mean gap shift = -0.535 meV
  GW k=0 gap shift = -0.794 meV
  bare exchange at k=0: electron -0.0027, hole -0.0007 meV
  occupation at k=0: electron 0.00013, hole 0.00002
  electron half-width at k=0 = 15.84 meV
density 1e+15 cm^-3 of each carrier:
  Debye length = 84.52 nm; eta_e = 0.0642
  limiting shift per carrier = -0.852 meV
  limiting gap shift = -1.704 meV
  GW thermal mean: electron -0.831, hole -0.837 meV
  GW mean gap shift = -1.667 meV
  GW k=0 gap shift = -2.407 meV
  bare exchange at k=0: electron -0.0267, hole -0.0067 meV
  occupation at k=0: electron 0.00126, hole 0.00016
  electron half-width at k=0 = 15.67 meV
density 1e+16 cm^-3 of each carrier:
  Debye length = 26.73 nm; eta_e = 0.2031
  limiting shift per carrier = -2.694 meV
  limiting gap shift = -5.388 meV
  GW thermal mean: electron -2.493, hole -2.548 meV
  GW mean gap shift = -5.041 meV
  GW k=0 gap shift = -6.772 meV
  bare exchange at k=0: electron -0.2667, hole -0.0667 meV
  occupation at k=0: electron 0.01260, hole 0.00158
  electron half-width at k=0 = 14.76 meV
dilute limit of half-width = 15.87 meV
```
